\section*{Complex Bands and Midgap Decay in a Symmetric Two-Band Insulator, part 2}

The problem is to find how fast an evanescent state can decay inside the gap \(E_g\) of a crystal, and how corrections and electric fields affect the result. Energy \(E\) is measured from midgap, so the band edges lie at \(\pm\Delta\) with \(\Delta=E_g/2\). The wavevector \(k\) along \(x\) is measured from the edges; its transverse component \(k_\perp\) is zero until stated otherwise. Both edges have the same mass \(m\), so the electron-hole reduced mass is \(m/2\); \(m_0\) is the free-electron mass. An evanescent state has \(k=i\kappa\): its amplitude decays as \(e^{-\kappa x}\) and its probability density as \(e^{-2\kappa x}\).

The model couples one conduction and one valence edge state, both chosen real, linearly in \(k\):
\[H(k)=\Delta\sigma_z+\hbar vk\,\sigma_x,\qquad \hbar^2v^2=\frac{\hbar^2E_g}{2m}.\]
Here \(\sigma_x,\sigma_y,\sigma_z\) are Pauli matrices, and the velocity \(v\) is the matrix element of the momentum component \(p_x\) between the edge states, divided by \(m_0\). The common term \(\hbar^2k^2/(2m_0)\) and the coupling to remote bands were dropped. Below, \(P\) is the coefficient of \(k\sigma_x\), equal to \(\hbar v\) in the original model.

The decay constant is
\begin{equation}
\kappa(E)=\kappa_0\sqrt{1-\frac{E^2}{\Delta^2}},\qquad
\kappa_0=\frac{\Delta}{\hbar v}=\sqrt{\frac{mE_g}{2\hbar^2}} .
\label{eq:recall}
\end{equation}
Its maximum, at midgap, was obtained as
\begin{equation}
\kappa_0=\frac{E_g}{2}\sqrt{\frac{2m}{\hbar^2E_g}}
=\sqrt{\frac{E_g^2}{4}\,\frac{2m}{\hbar^2E_g}}
=\sqrt{\frac{mE_g}{2\hbar^2}} .
\label{eq:main}
\end{equation}

At a depth \(\delta\) below the conduction edge, a single parabolic band would give \(\kappa^2=2m\delta/\hbar^2\). The two-band model multiplies this by \(1-\delta/E_g\), which is also the weight of the conduction edge state.

The example, with rough values for gallium nitride along its \(c\) axis, has \(E_g=3.4\) eV, \(m=0.20\,m_0\), \(\hbar^2/m_0=0.07620\) eV\,nm\(^2\), \(\hbar v=0.805\) eV\,nm and \(\kappa_0=2.112\) nm\(^{-1}\).

\subsection{Symmetric bands with a different dispersion}

Remote bands can add curvature of opposite sign to the two edges without disturbing the symmetry about midgap. Consider
\begin{equation}
H=(\Delta+Bk^2)\sigma_z+Pk\sigma_x,\qquad B\ge0,
\label{eq:HB}
\end{equation}
for which \(E^2=(\Delta+Bk^2)^2+P^2k^2\). To order \(k^2\) the conduction band is \(E\simeq\Delta+[B+P^2/(2\Delta)]k^2\), and the valence band is its mirror image. The edge mass therefore obeys
\begin{equation}
\frac{\hbar^2}{2m}=B+\frac{P^2}{2\Delta}.
\label{eq:split}
\end{equation}
Let \(s\), with \(0\le s\le1\), be the fraction of the inverse mass due to \(B\). Equation~\eqref{eq:recall} gives \(\kappa_0^2=m\Delta/\hbar^2\), so \(\hbar^2/m=\Delta/\kappa_0^2\). The two coefficients are then
\begin{equation}
B=s\frac{\hbar^2}{2m}=\frac{s\Delta}{2\kappa_0^2},\qquad
P^2=(1-s)\frac{\Delta\hbar^2}{m}=\frac{(1-s)\Delta^2}{\kappa_0^2}.
\label{eq:coeff}
\end{equation}
Set \(k=i\kappa\) and \(u=\kappa/\kappa_0\). The band equation becomes
\begin{equation}
\frac{E^2}{\Delta^2}=\left(1-\frac{su^2}{2}\right)^2-(1-s)u^2 .
\label{eq:u}
\end{equation}
At small \(u\) the right side starts from one. Its derivative with respect to \(u^2\) is \(-s(1-su^2/2)-(1-s)\), which is negative as long as \(1-su^2/2>0\). The right side therefore falls steadily to its first zero, where \(1-su^2/2=\sqrt{1-s}\,u\). Along this slowest-decaying branch \(u\) grows as \(|E|\) falls, and it is largest at \(E=0\). The positive root of the quadratic equation \(su^2/2+\sqrt{1-s}\,u-1=0\) is
\begin{equation}
\frac{\kappa_{\max}}{\kappa_0}
=\frac{\sqrt{1+s}-\sqrt{1-s}}{s}
=\frac{2}{\sqrt{1+s}+\sqrt{1-s}} .
\label{eq:remote}
\end{equation}
The last form follows on multiplying numerator and denominator by the sum of the roots. The square of its denominator is \(2+2\sqrt{1-s^2}\), which falls as \(s\) rises. At fixed gap and edge mass the ratio thus grows from 1 at \(s=0\) to \(\sqrt2\) at \(s=1\).

The second limit is a pair of uncoupled parabolic bands. Their midgap value in the example is \(\sqrt2\times2.112=2.99\) nm\(^{-1}\). It shows that symmetry, gap and mass together do not imply Eq.~\eqref{eq:main}; the linear coupling is essential. For small \(s\), \(\sqrt{1\pm s}\simeq1\pm s/2-s^2/8\), so the denominator is \(2-s^2/4\) and
\begin{equation}
\frac{\kappa_{\max}}{\kappa_0}\simeq1+\frac{s^2}{8}.
\label{eq:smalls}
\end{equation}
There is no first-order change. With \(s=0.2\) the decay constant rises by 0.5\%, and with \(s=0.5\) by 3.5\%. If linear coupling supplies at least half of the inverse mass, this kind of remote-band term raises the largest decay constant by less than 4\%. A tunnelling probability depends exponentially on the decay constant and can change by much more.

\subsection{The free-electron term and unequal masses}

The term \(\alpha k^2\) with \(\alpha=\hbar^2/(2m_0)\), dropped from the projected Hamiltonian, bends both bands upwards. With it,
\begin{equation}
E=\alpha k^2\pm\sqrt{\Delta^2+P^2k^2}.
\label{eq:free}
\end{equation}
Expansion at the two edges gives the conduction and valence masses:
\begin{equation}
\frac{\hbar^2}{2m_c}=\frac{P^2}{2\Delta}+\alpha,\qquad
\frac{\hbar^2}{2m_v}=\frac{P^2}{2\Delta}-\alpha .
\label{eq:twomasses}
\end{equation}
We assume \(m_v>0\). In the sum of these equations \(\alpha\) cancels. With the reduced mass defined by \(1/m_r=1/m_c+1/m_v\), the sum reads \(P^2/\Delta=\hbar^2/(2m_r)\).

For \(k=i\kappa\), Eq.~\eqref{eq:free} becomes
\begin{equation}
E+\alpha\kappa^2=\pm\sqrt{\Delta^2-P^2\kappa^2}.
\label{eq:freegap}
\end{equation}
The left side is real, so \(\kappa\) cannot exceed \(\Delta/P\). It reaches this value when both sides vanish, at \(E=-\alpha\Delta^2/P^2\). This energy lies in the gap, since \(m_v>0\) requires \(P^2>2\alpha\Delta\). Therefore
\begin{equation}
\kappa_{\max}=\frac{\Delta}{P}
=\sqrt{\frac{2m_r\Delta}{\hbar^2}}
=\frac{\sqrt{m_rE_g}}{\hbar},
\qquad E_{\max}=-\alpha\kappa_{\max}^2 .
\label{eq:reduced}
\end{equation}
For equal masses \(m_r=m/2\), and the earlier result returns.

Keep the gap and the conduction mass at their example values. The difference of Eqs.~\eqref{eq:twomasses} is \(1/m_c-1/m_v=2/m_0\). Hence \(m_0/m_v=5-2=3\), \(m_v=0.333\,m_0\), and \(m_r=m_0/(5+3)=0.125\,m_0\). Equation~\eqref{eq:reduced} gives
\begin{equation}
\kappa_{\max}=\sqrt{\frac{0.125\times3.4}{0.07620}}\ {\rm nm}^{-1}
=2.36\ {\rm nm}^{-1},
\label{eq:numfree}
\end{equation}
which is 11.8\% above \(\kappa_0\). The maximum moves to \(-0.21\) eV, towards the valence edge.

Squaring Eq.~\eqref{eq:free} gives a quadratic equation for \(k^2\), whose roots have the product \((E^2-\Delta^2)/\alpha^2<0\). Besides the evanescent root there is thus a real-\(k\) root inside the gap. At \(E=0\) the sum of the roots is \(P^2/\alpha^2\), so the real root exceeds \(P/\alpha\), about 19 nm\(^{-1}\) here. The zone boundary for a period of 0.52 nm is at \(\pi/0.52=6.0\) nm\(^{-1}\). This root lies outside the range of an expansion about \(k=0\) and is discarded.

\subsection{A finite lattice period}

A chain with two sites per cell of length \(a\) and alternating hoppings \(t_1>t_2>0\) has an exactly solvable complex band. With Bloch wavevector \(K\), the off-diagonal element of its two-site Hamiltonian is \(t_1+t_2e^{-iKa}\). The diagonal elements are zero, so \(E^2\) is the squared modulus,
\begin{equation}
E^2=t_1^2+t_2^2+2t_1t_2\cos Ka .
\label{eq:chain}
\end{equation}
The band edges lie at \(K=\pi/a\). Put \(K=\pi/a+k\), so that \(\cos Ka=-\cos ka\), and use \(1-\cos ka=2\sin^2(ka/2)\):
\begin{equation}
E^2=(t_1-t_2)^2+4t_1t_2\sin^2\frac{ka}{2}.
\label{eq:chainedge}
\end{equation}
Thus \(\Delta=t_1-t_2\). For small \(k\) the last term is \(t_1t_2a^2k^2\), which identifies \(\hbar v=a\sqrt{t_1t_2}\). With \(k=i\kappa\), \(\sin^2(i\kappa a/2)=-\sinh^2(\kappa a/2)\), and
\begin{equation}
\sinh\frac{\kappa a}{2}
=\frac{\sqrt{\Delta^2-E^2}}{2\sqrt{t_1t_2}}
=\frac{a}{2}\,\kappa_0\sqrt{1-\frac{E^2}{\Delta^2}} .
\label{eq:sinh}
\end{equation}
The maximum remains at midgap, because the hyperbolic sine increases with its argument. Its value is
\begin{equation}
\kappa_{\max}=\frac{2}{a}\,{\rm arsinh}\frac{\kappa_0a}{2}
\simeq\kappa_0\left[1-\frac{(\kappa_0a)^2}{24}\right],
\label{eq:lattice}
\end{equation}
where the approximation uses \({\rm arsinh}\,z\simeq z-z^3/6\). The continuum result is the limit \(\kappa_0a\ll1\).

For \(a=0.52\) nm, with the gap and mass unchanged, \(\kappa_0a=1.10\), which is not small. The full expression gives \(2.02\) nm\(^{-1}\), or \(-4.4\)\%; the leading correction alone would give \(-5.0\)\%. The size of the shift belongs to this chain and this period: \(a=0.26\) nm gives \(-1.2\)\%, and a chain with \(H=\Delta\sigma_z+(\hbar v/a)\sin(ka)\,\sigma_x\), which has the same gap and mass, has \(\kappa_{\max}={\rm arsinh}(\kappa_0a)/a\), or \(-13.6\)\% at \(a=0.52\) nm. The amplitude produced by a source at the end of a 400-cell chain at midgap decays with the constant \(2.02\) nm\(^{-1}\) as well.

\subsection{Transverse motion and temperature}

Two real edge states alone do not describe transverse motion: their matrix element of \(p_y\) either vanishes or has the same phase as that of \(p_x\), so it adds to the coefficient of \(\sigma_x\) and leaves \(\kappa\) unchanged. If the conduction state couples equally to degenerate \(p\)-like valence states, one for each direction, the two coupled bands are those of an isotropic model in which \(k_\perp\) enters through a third anticommuting matrix:
\begin{equation}
H=\Delta\sigma_z+\hbar v(k\sigma_x+k_\perp\sigma_y).
\label{eq:transverse}
\end{equation}
In \(H^2\) the cross terms cancel, and \(E^2=\Delta^2+\hbar^2v^2(k^2+k_\perp^2)\). Setting \(k=i\kappa\) gives
\begin{equation}
\kappa^2(E,k_\perp)=\kappa_0^2\left(1-\frac{E^2}{\Delta^2}\right)+k_\perp^2 .
\label{eq:kperp}
\end{equation}
In this isotropic model transverse motion increases the decay. A thermal estimate follows from \(\hbar^2k_\perp^2/(2m)=k_BT\). At 500 K this gives \(k_\perp=0.476\) nm\(^{-1}\), and the midgap decay constant rises to \(\sqrt{2.112^2+0.476^2}=2.165\) nm\(^{-1}\), by 2.5\%.

In gallium nitride, heating also narrows the gap. If the coupling \(\hbar v\) is held fixed, \(\kappa_0=E_g/(2\hbar v)\) is proportional to \(E_g\), and the edge mass falls in the same proportion. With a rough slope of \(-0.5\) meV/K, heating by 200 K removes 0.10 eV from the gap and changes \(\kappa_0\) by \(-0.10/3.4=-2.9\)\%.

\subsection{Tunnelling across the gap in a uniform field}

Let a field of magnitude \(F\) exert a force \(eF\) on an electron in the \(+x\) direction, with potential energy \(-eFx\). At total energy \(E\), the energy relative to the local midgap is \(\varepsilon=E+eFx\). It rises from \(-\Delta\) to \(\Delta\) over the length \(E_g/(eF)\), within which the state is evanescent.

If \(\kappa\) changes little over one decay length, the amplitude falls locally at the rate \(\kappa(\varepsilon)\). This fails close to the two ends, where \(\kappa\to0\); the numerical comparison below includes those regions. With \(dx=d\varepsilon/(eF)\), the exponent of the probability is
\begin{equation}
S=2\int\kappa\,dx=\frac{2\kappa_0}{eF}\int_{-\Delta}^{\Delta}
\sqrt{1-\frac{\varepsilon^2}{\Delta^2}}\,d\varepsilon .
\label{eq:S1}
\end{equation}
The substitution \(\varepsilon=\Delta\sin\theta\) turns the integral into \(\Delta\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\pi\Delta/2\). Hence
\begin{equation}
S=\frac{\pi\kappa_0E_g}{2eF}
=\frac{\pi\sqrt m\,E_g^{3/2}}{2\sqrt2\,\hbar eF},
\label{eq:S2}
\end{equation}
where the second form uses \(\kappa_0=\sqrt{mE_g}/(\sqrt2\hbar)\).

The same process can be followed in time. Writing the wavefunction as \(e^{ieFtx/\hbar}\phi\) removes the potential \(-eFx\) and shifts the wavevector to \(k(t)=k(0)+eFt/\hbar\). The two-component amplitude then obeys
\begin{equation}
i\hbar\frac{d\phi}{dt}=H(k(t))\,\phi,\qquad
\hbar\frac{dk}{dt}=eF .
\label{eq:drive}
\end{equation}
Starting in the valence band at \(k=-30\kappa_0\) and integrating numerically to \(k=30\kappa_0\) gives the probability of reaching the conduction band. At 40 MV/cm it is 0.0596, as is \(e^{-S}\). At 100 MV/cm it is 0.3236, again equal to \(e^{-S}\) to four decimals. These fields are far above those of a working device. The tunnelling lengths \(E_g/(eF)\), 0.85 and 0.34 nm, are comparable to a lattice period, and \(30\kappa_0=63\) nm\(^{-1}\) lies far beyond the zone boundary, so these probabilities belong to the continuum model and not to a crystal. They were chosen to make the probability large enough for a clear comparison, which supports both the exponent and a prefactor of one in this model.

For a rough breakdown field of 3.3 MV/cm, the force is 0.33 eV/nm. The tunnelling length is \(3.4/0.33=10.3\) nm, and the potential energy changes by \(0.33/2.112=0.156\) eV over one midgap decay length, or 4.6\% of the gap. Equation~\eqref{eq:S2} gives
\begin{equation}
S=\frac{\pi\times2.112\times3.4}{2\times0.33}=34.2,
\qquad e^{-S}=1.4\times10^{-15}.
\label{eq:numS}
\end{equation}
This is a probability for one passage through the gap region, not a current. In the uniform, defect-free model an electron thus very rarely crosses the gap in a single passage at this field.

The exponent magnifies errors in \(\kappa\). With the free-electron term, put \(\varepsilon=w-\alpha\kappa^2\), where \(w=\pm\sqrt{\Delta^2-P^2\kappa^2}\). Then \(\int\kappa\,d\varepsilon=\int\kappa\,dw-2\alpha\int\kappa^2d\kappa\). The last integral vanishes because \(\kappa\) is zero at both ends. Equation~\eqref{eq:S2} therefore keeps its first form, with \(\kappa_{\max}\) in place of \(\kappa_0\). The exponent rises to \(34.2\times1.118=38.2\), which lowers the probability by a factor of more than 50.

\subsection{The model beside gallium nitride}

Gallium nitride has a direct gap near 3.4 eV and an electron mass near \(0.2\,m_0\), both rough values. Along the \(c\) axis its \(s\)-like conduction edge couples to a \(p_z\)-like valence state, which is the pair the model describes. The equal-mass assumption need not hold. The free-electron term alone would raise \(\kappa_{\max}\) by 11.8\% at fixed gap and conduction mass, but it makes the valence band the heavier one, which is not the case in this crystal. The \(p_z\)-like band along the axis has a rough mass of \(0.14\) to \(0.17\,m_0\), below the electron mass, so remote bands more than cancel the free-electron term. Equation~\eqref{eq:reduced} also holds for a common term with \(\alpha<0\); with \(m_c=0.20\,m_0\) and these valence masses it puts \(\kappa_{\max}\) about 4 to 9\% below \(\kappa_0\). The effect of the remote-band term in Eq.~\eqref{eq:remote} depends on the fraction \(s\), which is not determined here; that equation allows a rise by any factor up to \(\sqrt2\). The shifts found for the two-site chain, heating and transverse motion are each below 5\%, although the lattice shift depends on the chain chosen. They come from separate models and should not be added to give a corrected material value. The heavy-hole band is uncoupled from the \(s\)-like edge along the axis at \(k_\perp=0\). With a rough mass of \(1.5\,m_0\), its own parabolic decay constant at midgap is about 8 nm\(^{-1}\). This continues the parabola far from the band edge and is only a rough estimate, but it indicates that the evanescent states of this band die out faster. Defects, strain and interfaces can mix these states or provide intermediate levels, and a real device may then carry more current than direct tunnelling through a defect-free crystal would give. The calculated values are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough, gallium nitride regime, c axis)
gap E_g                          3.40 eV
band-edge mass m                 0.20 m0
hbar^2/m0                        0.07620 eV nm^2
MAIN RESULT
coupling hbar*v                  0.8048 eV nm
velocity v                       1.223e+06 m/s
kappa0 from formula              2.1123 1/nm
largest kappa, eigenproblem      2.1123 1/nm
amplitude decay length           0.4734 nm
probability decay length         0.2367 nm
probability loss                 1.835 decades/nm
depth below conduction edge      0.50 eV
kappa there, two-band            1.4962 1/nm
kappa there, parabolic           1.6201 1/nm
conduction weight there          0.8529
kappa midgap, parabolic          2.9873 1/nm
NEGLECTED EFFECTS (change of largest kappa)
free-electron term: kappa        2.3617 1/nm
  change                         +11.8 %
  valence mass                   0.3333 m0
  reduced mass                   0.1250 m0
  energy of maximum              -0.213 eV
remote bands, s=0.2: change      +0.51 %
remote bands, s=0.5: change      +3.53 %
lattice period                   0.52 nm
  kappa0 * period                1.098
  chain kappa                    2.0184 1/nm
  change                         -4.4 %
heating                          200 K
  rough gap slope                -0.5 meV/K
  change                         -2.9 %
transverse k at 500 K            0.476 1/nm
  change                         +2.5 %
heavy-hole mass (rough)          1.5 m0
  its own midgap kappa           8.18 1/nm
FIELD
breakdown field (rough)          3.3 MV/cm
tunnel length E_g/(eF)           10.30 nm
energy drop per decay length     0.156 eV
tunnelling exponent              34.19
exp(-exponent)                   1.4e-15
test field 40 MV/cm: driven       0.05960
  exp(-exponent)                 0.05959
test field 100 MV/cm: driven       0.32359
  exp(-exponent)                 0.32364
\end{verbatim}
